Photon Noise and the Mean Unconverted Acid Generator in a Resist

**The form of the answer**

A small cell of photoresist absorbs a random number n of photons, with mean N. Let the fraction of acid generator left unconverted be exp(-cn), where c measures the effect of one photon. Both N and c are pure numbers, so the average fraction can be written as a function F(N, c) without any length, energy or dose appearing separately.

A symmetry under division of the exposure says more. Split one exposure into two successive ones with mean counts N₁ and N₂. For Poisson light the two counts n₁ and n₂ are independent, and their sum is again Poisson with mean N₁ + N₂. The surviving fraction factorizes,

exp[-c(n₁ + n₂)] = exp(-cn₁) exp(-cn₂),

and the average of a product of independent quantities is the product of their averages. Therefore

F(N₁ + N₂, c) = F(N₁, c) F(N₂, c).

Since 0 < F ≤ 1, the function -ln F is additive in N and never negative. It therefore cannot decrease as N grows, and an additive function that never decreases is linear. Hence

F(N, c) = exp[-N f(c)].

Photon noise leaves the average exponential in N; it can change only the rate f(c). Without noise the rate would be f = c. The theorem below finds the rate with noise and shows that it is smaller.

**Assumptions and conventions**

A1. The count n of absorbed photons in the cell is Poisson distributed with mean N > 0:

P(n) = exp(-N) Nⁿ/n!, n = 0, 1, 2, …

A2. Each absorbed photon leaves a still unconverted generator molecule unconverted with probability

s = exp(-c), c > 0.

This probability is the same for every photon, for every molecule in the cell, and at every stage of the exposure.

A3. Given n, different molecules are converted independently. This is needed for the spread, but not for the average.

Angle brackets denote an average over the photon count. "Noise-free" means that n is replaced by its mean N while c is held fixed. N counts absorbed photons, not incident ones.

**Lemma 1 (survival at a given count).** The probability that a molecule is unconverted after n absorbed photons is

u(n) = exp(-cn).

Proof. The molecule must survive every photon in turn. By A2 each survival has probability s, whatever came before, so u(n) = sⁿ = exp(-cn). ∎

Thus u(n) is also the expected unconverted fraction at given n. With a finite number of molecules the actual fraction scatters about it.

**Lemma 2 (Poisson average of a power).** For any number z,

<zⁿ> = exp[-N(1 - z)].

Proof. Insert the Poisson law and combine the two powers:

<zⁿ> = Σₙ exp(-N) (Nⁿ/n!) zⁿ
= exp(-N) Σₙ (Nz)ⁿ/n!.

The sum is the exponential series of Nz, so

<zⁿ> = exp(-N) exp(Nz) = exp[-N(1 - z)]. ∎

**Theorem.** Under A1 and A2 the average unconverted fraction is

<u> = exp[-N(1 - exp(-c))],

and it exceeds the noise-free value exp(-cN) for all N > 0 and c > 0.

Proof. Lemma 1 gives u = sⁿ. Lemma 2 with z = s = exp(-c) gives the average. For the inequality, write

1 - exp(-c) = ∫₀ᶜ exp(-t) dt.

The integrand is below 1 for t > 0, so the integral is below c. Multiplying 1 - exp(-c) < c by -N reverses the inequality:

-N(1 - exp(-c)) > -cN.

The exponential function is increasing, which gives <u> > exp(-cN). ∎

**Remark 1 (a molecule's view).** Choose one molecule and mark each absorbed photon that would convert it if it were still intact. Each photon is marked independently with probability 1 - s. Marking a Poisson stream in this way leaves a Poisson stream of mean N(1 - s). The molecule survives if no marked photon arrives, which has probability exp[-N(1 - s)]. To see why this rate is below c, picture each photon as making a Poisson number of hits on the molecule, with mean c. The probability of no hit is then exp(-c) = s, and 1 - s is the probability of at least one hit. It is smaller than the mean number of hits c, because repeated hits by one photon convert the molecule only once.

**Remark 2 (what depends on Poisson statistics).** The sign of the excess does not need the Poisson law. The curve exp(-cn) lies above its tangent at n = N:

exp(-cn) ≥ exp(-cN) [1 - c(n - N)],

with equality only at n = N. Averaging removes the linear term because <n - N> = 0. Any count distribution of mean N that really fluctuates therefore gives an excess. Its size does depend on the distribution, and the formula of the theorem belongs to Poisson counts.

**Which cells carry the average**

Weight each count by the generator that survives in it. The normalized weight is

P(n) exp(-cn)/<u> = exp(-N) (Ns)ⁿ/n! × exp(N - Ns)
= exp(-Ns) (Ns)ⁿ/n!.

This is a Poisson law with the smaller mean Ns. A surviving molecule therefore sits, on average, in a cell that absorbed fewer photons than the mean. Cells with a photon deficit gain more unconverted generator than cells with an equal surplus lose, because exp(-cn) is convex.

**Lemma 3 (size of the excess).** Let R = <u>/exp(-cN). Then

N(c²/2 - c³/6) < ln R < Nc²/2.

Proof. From the theorem,

ln R = cN - N(1 - exp(-c)) = N[c - 1 + exp(-c)].

The bracket is an integral:

c - 1 + exp(-c) = ∫₀ᶜ [1 - exp(-t)] dt.

The proof of the theorem showed 1 - exp(-t) < t for t > 0. Integrating that inequality from 0 to t gives t - 1 + exp(-t) < t²/2, or 1 - exp(-t) > t - t²/2. Thus

t - t²/2 < 1 - exp(-t) < t.

Integrating from 0 to c and multiplying by N gives the stated bounds. ∎

Two limits are of interest, both at fixed noise-free exponent X = cN.

Many photons: put c = X/N into the bounds. They become

X²/(2N) - X³/(6N²) < ln R < X²/(2N).

Hence ln R ≈ X²/(2N) to leading order, and the noise-free result returns as N → ∞.

Few photons: as N → 0, c = X/N grows without limit and exp(-c) → 0. Then <u> ≈ exp(-N), which is the probability that the cell absorbs no photon at all. One photon converts nearly everything in its cell, and the average tends to 1 although the noise-free value stays at exp(-X).

**Dose and the measured rate**

Let E be the incident dose, α the absorption coefficient, V the cell volume and hν the photon energy. For a cell thin enough that attenuation across it is negligible,

N = αVE/(hν).

Let C be the noise-free conversion rate per unit incident dose, so that cN = CE. Then

c = CE/N = C hν/(αV).

The dose has cancelled: c is fixed by the material, the photon energy and the cell volume. Substituting N = CE/c into the theorem gives

<u> = exp(-C_app E), C_app = C(1 - s)/c.

A measurement that averages the unconverted fraction over many cells at one depth therefore finds a pure exponential in dose, with the reduced rate C_app. The shape of this curve does not reveal the noise.

This matters when a rate is taken from such a measurement. If the given rate C_m is already the large-area one, the theorem requires C_m E = N(1 - exp(-c)), and hence

c = -ln(1 - C_m E/N).

This needs C_m E < N. The average is then exp(-C_m E) itself, and the noise-free value lies below it. Applying the noise correction to C_m again would count the noise twice.

If instead C is the noise-free rate, the average can be brought back to exp(-CE) by a larger dose E′. Equating C_app E′ with CE gives

E′/E = C/C_app = c/(1 - s).

Here C, α and V are held fixed. The larger dose restores the average, but it does not remove the spread.

**Proposition (spread).** The variance of u due to photon counting is

Var u = <u>² {exp[N(1 - s)²] - 1}.

If the cell holds a fixed number M of generator molecules and A3 holds, the variance of the actual unconverted fraction is

Var u + (<u> - <u²>)/M.

Proof. Since u² = (s²)ⁿ, Lemma 2 with z = s² gives

<u²> = exp[-N(1 - s²)].

Divide by <u>² = exp[-2N(1 - s)]. The exponent of the ratio is

-N(1 - s²) + 2N(1 - s) = N(1 - 2s + s²) = N(1 - s)².

Hence <u²> = <u>² exp[N(1 - s)²], and subtracting <u>² gives the first result.

At given n the number of survivors is binomial, with M trials of probability u. The fraction has conditional mean u and conditional variance u(1 - u)/M. The total variance is the variance of the conditional mean plus the average conditional variance. The latter is (<u> - <u²>)/M. ∎

For many photons at fixed X, N(1 - s)² ≈ X²/N, so the relative standard deviation from counting is about X/√N. The relative excess of the average is only about X²/(2N). The spread is the larger effect when N is large, and a small shift of the average does not imply uniform cells.

**A worked example**

Take exposure at a wavelength of 13.5 nm, where the photon energy is 91.84 eV. The incident dose is 30 mJ/cm², α = 0.005 /nm and C = 0.05 cm²/mJ, with C first read as the noise-free rate. The cell is a cube of side 5 nm, and the generator density is 0.2 molecules per nm³.

Dividing the dose by the photon energy gives 20.39 incident photons per nm². The absorbed density and mean count are

ρ = 20.39 × 0.005 = 0.1019 per nm³,
N = 0.1019 × 125 = 12.74.

The noise-free exponent is X = 0.05 × 30 = 1.5, so

c = 1.5/12.74 = 0.1177, s = exp(-0.1177) = 0.8890.

With unrounded intermediate values, the two fractions are

exp(-X) = 0.2231,
<u> = exp[-N(1 - s)] = 0.2429.

The average is 8.9 % above the noise-free value, relative to the latter. Lemma 3 places ln R between 0.0848 and 0.0883; its value is 0.0849. The mean count weighted by survivors is Ns = 11.33, about 1.4 photons below N.

The apparent large-area rate is 0.0472 cm²/mJ. Restoring the noise-free average takes a dose factor of 1.060, or 31.8 mJ/cm². If 0.05 cm²/mJ is instead the large-area rate, then c = 0.1252, the average is 0.2231, and the noise-free value is 0.2027.

Photon counting gives u a standard deviation of 0.100, about 41 % of its average. The cell holds M = 0.2 × 125 = 25 molecules. Including their random conversion raises the standard deviation of the actual fraction to 0.130.

The average says little about rare cells. The condition u > 1/2 means n < ln 2/c = 5.89, hence n ≤ 5. Summing the Poisson probabilities from 0 to 5 gives 0.0127. About 1.3 % of cells therefore have an expected unconverted fraction above one half, although the noise-free fraction is 0.22. With the random conversion of the 25 molecules included, the actual fraction exceeds one half in about 4.1 % of cells. This is not yet a probability of a printed defect, which also depends on later chemistry, development and the size of the failed region.

With C read as the noise-free rate, the choice of cell size controls the result. At fixed dose, α and C, N is proportional to V and X is unchanged:

3 nm cell: N = 2.75, <u> = 0.315, excess 41 %.
5 nm cell: N = 12.74, <u> = 0.243, excess 8.9 %.
10 nm cell: N = 101.9, <u> = 0.226, excess 1.1 %.

If 0.05 cm²/mJ is instead the large-area rate, the average is 0.223 for all three cells. The cell size then changes only the inferred c, the noise-free value and the spread: the counting standard deviation is 0.25, 0.098 and 0.033.

**Corollary (unequal photons).** Suppose that the survival factor varies independently from photon to photon, with mean s̄. Then

<u> = exp[-N(1 - s̄)].

Proof. Given n photons, the mean of the product of n independent factors is s̄ⁿ. Lemma 2 with z = s̄ completes the average. ∎

Two departures from A2 follow from this corollary.

First, let a photon release a Poisson number k of electrons with mean q, and let each electron contribute c/q to the exponent. The mean exponent per photon is still c. Lemma 2, now applied to k, gives

s̄ = exp[-q(1 - exp(-c/q))].

To leading order the excess depends on the mean square exponent per photon. For Poisson k, <k²> = q² + q, so this mean square is c²(1 + 1/q). The leading excess grows by the factor 1 + 1/q. With q = 4 the full formula gives <u> = 0.2477 in the 5 nm cell, an excess of 11.0 %. The Poisson law for k is an assumption, and it allows an absorbed photon to release no electron. For a general law of mean q the factor is 1 + Var k/q², so a narrower yield gives a smaller increase and a fixed yield gives none.

Second, replace the sharp cell by a smooth blur. A photon absorbed at distance r from a molecule contributes κg(r) to its exponent, where g is a three-dimensional Gaussian of standard deviation σ per axis, normalized to ∫g d³r = 1. Choose κ = cV, so that the mean exponent ρκ = cN = X is unchanged. In a large volume W the photon positions are uniform, and

s̄ = (1/W) ∫ exp[-κg(r)] d³r.

The mean count in W is ρW. The corollary gives

<u> = exp{-ρ ∫ [1 - exp(-κg(r))] d³r}.

Expanding the integrand to second order yields

ln R ≈ (ρκ²/2) ∫g² d³r = X²/(2ρV_eff),
V_eff = 1/∫g² d³r = (4π)^(3/2) σ³.

The first equality in the last line defines V_eff; the second is the Gaussian integral. For σ = 2 nm, V_eff is about 356 nm³, well above the 125 nm³ of the cube. More photons then share in the fate of each molecule, and the excess falls. The fall comes from the width chosen, not from smoothness as such: V_eff equals the cube volume at σ ≈ 1.4 nm, and a narrower blur raises the excess, to about 24 % at σ = 1 nm. For σ = 2 nm, numerical integration of the full expression over r gives <u> = 0.2300, an excess of 3.1 %. This is a bulk value, valid several σ away from the film surfaces. If nothing is absorbed above the film, a molecule 2.5 nm below the top surface has <u> = 0.269 and a noise-free value of 0.261.

**Beside a real resist**

The inputs are illustrative values for a chemically amplified resist exposed to extreme ultraviolet light, not data for a particular material. If each converted molecule yields one acid, the model gives M(1 - s) = 2.8 acids per absorbed photon at the start. Averaged over the exposure it gives M(1 - <u>)/N = 1.5, because later photons meet less generator. Both yields follow from the chosen inputs and are not an independent test of the model. The sharp cell is an idealization, and so is the smooth blur. Replacing the cube by a 2 nm blur moves the excess from 8.9 % to 3.1 %. A Poisson electron yield moves it the other way, to 11.0 % if the cube is kept. The blur treats the effect of a photon as continuous, whereas a photon releases only a few electrons. Let a Poisson number of electrons of mean 4 be placed by the same 2 nm Gaussian, each acting uniformly within a radius a, at the same mean exponent. The excess is then about 4 % for a = 3 nm, 10.5 % for a = 2 nm and 22 % for a = 1.5 nm. The size of the excess thus depends on microscopic lengths that the model does not fix.

In the example with 5 nm cells, absorption through the film shifts the average more than the noise does. A 40 nm film transmits exp(-0.2) = 0.819 of the dose to its bottom, where a 5 nm cell receiving that dose throughout has noise-free fraction 0.293 and average 0.314, against 0.243 at the full incident dose. Neglecting attenuation within one cell overestimates N by 1.3 %. With it included at fixed c, the top cell (0 to 5 nm) has average 0.247 and the bottom cell (35 to 40 nm) 0.309. Clustering of the generator, fluctuations of the source, and diffusion or neutralization of acid after exposure are not included.

**Where the theorem stops**

The average formula fails if the effect of a photon depends on earlier photons, for instance if a reaction product changes the absorption or the conversion probability. It also fails if photon counts are correlated in a way that changes their Poisson law. Within A1 and A2 it holds for any N and c, including cells with so few photons that the expansion in 1/N is useless. What it describes is an average over cells; the fate of a particular cell is set by its own count and by the random conversion of its own molecules.

Numbers in the example were calculated in double precision.
